# The local doubles residual in projected atomic orbitals

For a closed-shell molecule with localized occupied orbitals \(i,j,k\) and projected atomic orbitals (PAOs) \(r,s\), the doubles residual of a local coupled-cluster treatment is

\[
R^{ij}=W^{ij}+F\,T^{ij}S+S\,T^{ij}F-\sum_k S\left(f_{ik}T^{kj}+f_{kj}T^{ik}\right)S .
\tag{1}
\]

Here \(T^{ij}\) is the matrix of amplitudes \(T^{ij}_{rs}\). \(S\) and \(F\) are the overlap and Fock matrices of the PAOs, and \(f_{ik}\) is the Fock matrix of the localized occupied orbitals. \(W^{ij}\) comes from the fluctuation potential, the part of the Hamiltonian that is not in the Fock operator. To first order it is \(K^{ij}_{rs}=(ri|sj)\), and setting \(W=K\) gives local second-order Møller-Plesset theory (MP2). The amplitudes solve \(R^{ij}_{rs}=0\) for \(r,s\) in the domain \([ij]\) of the pair.

A matrix \(X\) for each domain, with \(X^TSX=1\) and \(X^TFX\) diagonal with entries \(\varepsilon_a\), removes the redundant functions and gives the update

\[
\Delta\bar T_{ab}=-\frac{(X^TR^{ij}X)_{ab}}{\varepsilon_a+\varepsilon_b-f_{ii}-f_{jj}},\qquad T^{ij}=X\bar TX^T .
\tag{2}
\]

This transformation diagonalizes the virtual problem within one pair. The elements \(f_{ik}\) with \(k\neq i\) still couple different pairs, so the equations are solved by iteration.

**Orbitals and conventions.** All orbitals are real and the algebra is in atomic units. The reference \(|0\rangle\) is a converged Hartree-Fock determinant, so the Fock operator has no elements between occupied and virtual orbitals. Let \(C\) hold the coefficients of all occupied orbitals and \(S_{AO}\) the overlap of the atomic orbitals. The PAOs are the columns of

\[
P=1-CC^TS_{AO},\qquad S=P^TS_{AO}P,\qquad F=P^TF_{AO}P .
\]

Since \(C^TS_{AO}C=1\), we have \(C^TS_{AO}P=0\), so every PAO is orthogonal to every occupied orbital. Also \(PC=C-C=0\), so each occupied orbital supplies one linear relation among the PAOs. A virtual coefficient vector \(v\) obeys \(Pv=v\), so the PAOs span the whole virtual space. The full set therefore has as many null vectors as there are occupied orbitals.

It is easiest to derive (1) with orthonormal virtual orbitals \(a,b,c,d\) and to transform at the end. Each PAO is a combination of them, \(|r\rangle=\sum_a|a\rangle Q_{ar}\), so that

\[
S=Q^TQ,\qquad F=Q^Tf_vQ,
\]

where \(f_v\) is the virtual block of the Fock matrix.

**Amplitudes and projection.** With the spin-summed operators \(E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}\), the doubles operator is

\[
T=\tfrac12\sum_{ij}\sum_{ab}T^{ij}_{ab}E_{ai}E_{bj},\qquad T^{ji}_{ba}=T^{ij}_{ab}.
\]

The symmetry costs no generality, because \(E_{ai}\) and \(E_{bj}\) commute. To extract one amplitude from \(T|0\rangle\) we need the overlap of two double excitations. The virtual labels can be matched in two ways, and so can the occupied labels. If both are matched in the same way, the sign is positive and two spin sums are free, which gives 4. If they are matched in opposite ways, one exchange gives a minus sign and one spin sum is free, which gives \(-2\). Hence

\[
\begin{aligned}
\langle0|E_{ia}E_{jb}E_{ck}E_{dl}|0\rangle={}&4(\delta_{ac}\delta_{bd}\delta_{ik}\delta_{jl}+\delta_{ad}\delta_{bc}\delta_{il}\delta_{jk})\\
&-2(\delta_{ac}\delta_{bd}\delta_{il}\delta_{jk}+\delta_{ad}\delta_{bc}\delta_{ik}\delta_{jl}).
\end{aligned}
\]

Multiplying by \(\tfrac12T^{kl}_{cd}\), summing, and using the pair symmetry gives

\[
\langle0|E_{ia}E_{jb}T|0\rangle=4T^{ij}_{ab}-2T^{ij}_{ba}.
\tag{3}
\]

The second term is removed by the projection state

\[
\langle\tilde\Phi^{ab}_{ij}|=\tfrac16\langle0|\left(2E_{ia}E_{jb}+E_{ib}E_{ja}\right),
\tag{4}
\]

because

\[
\tfrac16\left[2(4T^{ij}_{ab}-2T^{ij}_{ba})+(4T^{ij}_{ba}-2T^{ij}_{ab})\right]=T^{ij}_{ab}.
\]

In PAOs, \(E_{ri}=\sum_aQ_{ar}E_{ai}\). An amplitude matrix \(T^{ij}\) in PAOs therefore corresponds to \(QT^{ij}Q^T\) in the orthonormal basis. The projection state (4) with PAO labels multiplies by \(Q^T\) on the left and \(Q\) on the right:

\[
\langle\tilde\Phi^{rs}_{ij}|T|0\rangle=(Q^TQ\,T^{ij}\,Q^TQ)_{rs}=(S\,T^{ij}S)_{rs}.
\]

This is the origin of the overlap matrices in (1): one factor of \(S\) for each virtual index.

The Hamiltonian creates double excitations from \(|0\rangle\) through the term \(\tfrac12\sum(ai|bj)E_{ai}E_{bj}\). This has the form of \(T\) with \(T^{ij}_{ab}\) replaced by \((ai|bj)\), so its projection is \((ai|bj)\), or \(K^{ij}_{rs}=(ri|sj)\) in PAOs.

**The Fock part.** Write \(H=F_{op}+V\), with \(F_{op}=\sum f_{pq}E_{pq}\). The coupled-cluster doubles equations are \(\langle\tilde\Phi^{rs}_{ij}|e^{-T}He^{T}|0\rangle=0\). The part from \(V\) defines \(W^{ij}\); its terms beyond \(K^{ij}\) depend on the amplitudes and are not written out here. For the Fock operator,

\[
e^{-T}F_{op}e^{T}=F_{op}+[F_{op},T]+\tfrac12[[F_{op},T],T]+\dots
\]

From \([E_{pq},E_{ai}]=\delta_{qa}E_{pi}-\delta_{pi}E_{aq}\), and because \(f\) has no occupied-virtual elements,

\[
[F_{op},E_{ai}]=\sum_cf_{ca}E_{ci}-\sum_kf_{ik}E_{ak}.
\]

The right side contains only excitations from occupied to virtual orbitals. Such operators commute with each other, so \([F_{op},T]\) commutes with \(T\) and the series ends after the linear term. The Fock part of the residual is therefore linear in the amplitudes in coupled-cluster doubles as well as in MP2.

The commutator acts on both factors of \(E_{ai}E_{bj}\). After the summation labels are renamed, \([F_{op},T]\) is again an operator of the form of \(T\), with amplitudes

\[
f_vT^{ij}+T^{ij}f_v-\sum_k\left(f_{ik}T^{kj}+f_{kj}T^{ik}\right).
\]

The first two terms move an electron among virtual orbitals. The sum moves a hole among occupied orbitals, with the opposite sign. The remaining term \(F_{op}|0\rangle\) is a multiple of \(|0\rangle\) and has no doubles component.

To reach PAOs, replace each \(T^{ij}\) by \(QT^{ij}Q^T\), then multiply by \(Q^T\) and \(Q\). The first term becomes \(Q^Tf_vQ\,T^{ij}\,Q^TQ=F\,T^{ij}S\), the second becomes \(S\,T^{ij}F\), and each term of the sum receives \(S\) on both sides. This is (1).

**Domains.** Each occupied orbital is given a domain \([i]\), the PAOs of the atoms near it, and a pair has \([ij]=[i]\cup[j]\). Amplitudes \(T^{ij}_{rs}\) with \(r\) or \(s\) outside \([ij]\) are set to zero, and (1) is imposed only for \(r,s\) in \([ij]\). The coupling term then reads

\[
-\sum_kS_{[ij],[kj]}\,f_{ik}T^{kj}\,S_{[kj],[ij]}-\sum_kS_{[ij],[ik]}\,f_{kj}T^{ik}\,S_{[ik],[ij]},
\]

with rectangular overlap blocks, since the neighbouring pair has its own domain. If the domains stay bounded as the molecule grows, so does the number of amplitudes per pair. Reduced scaling also requires that distant pairs be neglected or treated more cheaply, and that the sum over \(k\) be limited to appreciable \(f_{ik}\).

At the MP2 level, restricting the domains has a variational meaning. Let \(|\Psi\rangle=T|0\rangle\) and \(E_F=\langle0|F_{op}|0\rangle\), and consider the Hylleraas functional

\[
J=\langle\Psi|F_{op}-E_F|\Psi\rangle+2\langle\Psi|V|0\rangle .
\]

Its derivative with respect to an allowed amplitude is proportional to the projection of \((F_{op}-E_F)|\Psi\rangle+V|0\rangle\) on \(E_{ri}E_{sj}|0\rangle\). Since \([ij]\) contains both \(r\) and \(s\), these configurations span the same space as the projection states (4), so \(J\) is stationary when \(R^{ij}=0\) with \(W=K\). On double excitations the eigenvalues of \(F_{op}-E_F\) are sums of two virtual minus two occupied orbital energies. They are positive if every virtual level lies above every occupied one, and the stationary point is then a minimum. There \(\langle\Psi|F_{op}-E_F|\Psi\rangle=-\langle\Psi|V|0\rangle\), so \(J=\langle\Psi|V|0\rangle\), which is the correlation energy. By (3),

\[
E=\tfrac12\sum_{ij}\sum_{ab}K^{ij}_{ab}\left(4T^{ij}_{ab}-2T^{ij}_{ba}\right)=\sum_{ij}\sum_{rs}\left(2K^{ij}_{rs}-K^{ij}_{sr}\right)T^{ij}_{rs}.
\tag{5}
\]

The change to PAO labels is allowed because \(\sum_{ab}K_{ab}(QTQ^T)_{ab}=\sum_{rs}(Q^TKQ)_{rs}T_{rs}\). Enlarging a domain adds variational freedom, so the MP2 correlation energy can then only fall or stay the same. This argument does not carry over to coupled-cluster doubles, whose equations are not the minimum conditions of \(J\).

**Redundancies.** Suppose \(Sz=0\) for a coefficient vector \(z\) within a domain. Then \(z^TSz=|Qz|^2=0\), hence \(Qz=0\): the orbital combination itself vanishes. It follows that \(Fz=Q^Tf_vQz=0\), and likewise \(K^{ij}z=0\). An amplitude component along \(z\) changes neither the residual nor the energy, so the equations do not determine it, and \(S\) cannot be inverted.

Within \([ij]\), diagonalize \(S\), keep the eigenvectors \(U\) whose eigenvalues \(s\) exceed a threshold \(\tau\), and form \(Y=Us^{-1/2}\). Then \(Y^TSY=1\). Diagonalize the symmetric matrix \(Y^TFY=V\varepsilon V^T\), where \(V\) is now an orthogonal matrix, and set \(X=YV\). This gives

\[
X^TSX=V^TV=1,\qquad X^TFX=V^T(V\varepsilon V^T)V=\varepsilon .
\]

The columns of \(X\) are called pseudocanonical because they diagonalize the Fock operator only inside one domain; another pair has another set.

If the discarded eigenvalues are zero, nothing is lost: the residual along null vectors vanishes identically, and \(X^TR^{ij}X=0\) is equivalent to \(R^{ij}=0\) in the domain. If a discarded eigenvalue is small but nonzero, a real function has been removed from the domain, and the result depends on \(\tau\).

**The update.** Insert \(T^{ij}=X\bar TX^T\) into (1) and multiply by \(X^T\) and \(X\). The two virtual terms become

\[
X^TFX\,\bar T\,X^TSX+X^TSX\,\bar T\,X^TFX=\varepsilon\bar T+\bar T\varepsilon .
\]

In the coupling sums, the term \(k=i\) of the first part and the term \(k=j\) of the second contain \(T^{ij}\) itself. They give \(-f_{ii}\bar T-f_{jj}\bar T\). Therefore

\[
\bar R_{ab}=\bar W_{ab}+(\varepsilon_a+\varepsilon_b-f_{ii}-f_{jj})\bar T_{ab}-(X^TG^{ij}X)_{ab},
\tag{6}
\]

\[
G^{ij}=\sum_{k\ne i}f_{ik}\,S\,T^{kj}S+\sum_{k\neq j}f_{kj}\,S\,T^{ik}S .
\]

If \(W\) and \(G\) are held fixed during one step, \(\bar R+\Delta\bar R=0\) gives (2). The new amplitudes change \(G\), and beyond MP2 also \(W\), and the step is repeated.

In MP2, equation (6) shows how an error in the neighbouring amplitudes is passed on: it is projected onto the domain of the pair, multiplied by \(f_{ik}\) and divided by the denominator in (2). Convergence is fast when the couplings are small compared with these denominators, and it slows as the gap closes. For butadiene below, with complete domains, the slowest error component shrinks by a factor of 0.35 per step; this factor rises to 0.94 if the virtual levels are lowered until the gap is 0.1 eV. A positive gap does not guarantee convergence: for three orbitals with equal \(f_{ii}\) and mutual coupling \(-t\), with \(t>0\), the factor is \(2t/(\text{gap}+t)\), which exceeds 1 when the gap is below \(t\). In the canonical limit \(f_{ik}=0\) for \(k\ne i\). Then \(G=0\) whatever the domains, and one step solves the MP2 equations; with complete domains it gives the canonical result \(\bar T_{ab}=-\bar K_{ab}/(\varepsilon_a+\varepsilon_b-f_{ii}-f_{jj})\).

Small retained eigenvalues need numerical care, since the columns of \(X\) grow as \(s^{-1/2}\). In a small model whose smallest retained eigenvalue is \(1.9\times10^{-6}\), a PAO residual of \(1.0\times10^{-12}\) becomes \(1.9\times10^{-10}\) after multiplication by \(X^T\) and \(X\). It is safer to store \(\bar T\) and to form the coupling from the bounded matrices \(S\,T^{kj}S=(SX)\bar T(SX)^T\), where \(X\) and \(\bar T\) belong to the pair \(kj\). The numerical check for this model builds its complete Fock space and confirms the Fock part of (1), the energy in truncated domains, and a coupled-cluster doubles solution obtained with step (2) and the full \(W\).

**Butadiene.** Planar s-trans butadiene has two localized π bonds joined through a single bond, so it shows the coupling between pairs directly. The geometry is idealized, with C=C 1.34, C–C 1.46 and C–H 1.09 angstrom and all angles 120 degrees. The level is MP2 in the 6-31G* basis, with five d functions per carbon and four frozen core orbitals. The 11 valence orbitals are localized by the Pipek-Mezey method with Löwdin populations, without mixing in the core, so \(f\) has no core-valence elements, and they form \(11\cdot12/2=66\) pairs.

There are 68 PAOs and 15 occupied orbitals. The overlap matrix has 15 null vectors, with eigenvalues below \(10^{-15}\), and its smallest nonzero eigenvalue is \(3.8\times10^{-3}\). This leaves \(68-15=53\) virtual functions, or \(66\cdot53^2=185394\) amplitudes when every domain is complete. The energy is then \(-13.600\) eV (\(-0.4998\) hartree), equal to canonical MP2 within \(10^{-7}\) eV.

For a π orbital, \(f_{ii}=-10.239\) eV, and the lowest pseudocanonical level in its two-carbon domain is 4.034 eV. The smallest denominator for the pair \(ii\) is

\[
2(4.034)-2(-10.239)=28.546\ \text{eV}.
\]

The coupling between the two π orbitals has magnitude 1.688 eV, about 6 percent of this; its sign depends on the arbitrary signs of the orbitals. The largest coupling in the molecule is 3.295 eV. With all couplings included, and starting from zero amplitudes, 11 updates bring every element of \(X^TR^{ij}X\) below \(10^{-7}\) hartree.

Dropping every off-diagonal \(f_{ik}\), with complete domains, changes the correlation energy from \(-13.600\) to \(-13.335\) eV. The loss of 0.265 eV is 1.9 percent of the canonical correlation energy. Dropping only the π–π element costs 0.018 eV. The pair energy of one π orbital with itself then changes from \(-0.6033\) to \(-0.5990\) eV, and that of the two different π orbitals (\(ij\) plus \(ji\)) from \(-0.0882\) to \(-0.0852\) eV. Most of the coupling energy thus comes from elements other than the π–π one.

Domains are chosen from the atoms that carry more than 0.2 electrons of the doubly occupied orbital in a Löwdin population analysis. This gives two atoms for every orbital. An extended domain adds all atoms within 1.6 angstrom of these. With \(\tau=10^{-6}\) the results are:

| Domains | Amplitudes | Energy (eV) | Share of canonical |
|---|---:|---:|---:|
| bond | 75259 | −13.392 | 98.47% |
| extended | 152644 | −13.587 | 99.90% |
| complete | 185394 | −13.600 | 100.00% |

The energy falls as the domains grow. The variational argument guarantees this when the space kept in each smaller domain lies inside the space kept in the larger one, which holds if the vectors discarded in the larger domains are true null vectors, as they are for the complete domains; the extended domains discard vectors that are not null, their kept spaces do not fully contain those of the bond domains, and the fall between these two is only the observed result. Bond domains keep 41 percent of the amplitudes and lose 0.21 eV, less than the 0.265 eV lost by neglecting the coupling. About 0.04 eV of this loss comes from the nearly dependent functions discarded at \(\tau=10^{-6}\): if only true null vectors are removed, bond domains lose 0.17 eV (98.76%) and extended domains reach 99.95%. The extended domains keep 82 percent, so this molecule is too small for them to save much.

The π domain also shows the difference between exact and approximate redundancy. Of its 28 PAOs, 27 are kept at \(\tau=10^{-6}\). The discarded eigenvalue is \(6.5\times10^{-7}\), far above the rounding level of the true null vectors, so a real though nearly dependent function is removed. Raising \(\tau\) to \(10^{-3}\) increases the number of discarded vectors, summed over all pairs, from 113 to 227 and raises the bond-domain energy by 0.033 eV. The threshold is therefore part of the definition of a truncated calculation and should be reported with the domains.

The percentages measure only the local approximation, including the choice of \(\tau\), against canonical MP2 in the same basis. That reference itself leaves out correlation beyond second order, core correlation, and the effect of a larger basis. The numbers depend on the basis: in cc-pVDZ the canonical energy is \(-14.567\) eV, the shares are 98.11% and 99.87%, the π orbital has \(f_{ii}=-10.346\) eV, and bond domains lose 0.275 eV against 0.292 eV for neglecting the coupling.

## Computed results

```
MODEL: largest deviations (atomic units)
projection S T S           1.8e-15
projection of H on K       1.4e-17
Fock part of residual      7.1e-15
redundant amplitudes       8.9e-15
PAO residual at solution   1.0e-12
  same, times X' and X     1.9e-10
  smallest kept s          1.9e-06
truncated-domain energy    2.7e-13
CCD defining equation      1.3e-11
CCD iterations             16
BUTADIENE, RHF and frozen-core MP2, 6-31G*
C=C, C-C, C-H lengths      1.34 1.46 1.09 angstrom
basis functions = PAOs     68
occupied, correlated       15, 11
virtual orbitals           53
pairs i<=j                 66
null vectors of full S     15
largest null eigenvalue    4.7e-16
smallest nonzero one       3.769e-03
population cutoff          0.2 electrons
neighbour distance limit   1.6 angstrom
atoms per bond domain: 2 to 2
atoms per extended domain: 4 to 6
pi domain: PAOs, kept      28, 27
pi domain: smallest s      6.488e-07
pi domain: lowest e_a      4.034 eV
pi domain: highest e_a     83.509 eV
f_ii of the pi orbitals    -10.239 eV
|f_ij| between pi orbitals 1.688 eV
largest |f_ij|, i != j     3.295 eV
canonical MP2 correlation  -13.6003 eV
canonical MP2 correlation  -0.499800 hartree
full: energy -13.6003 eV, 100.00 percent
full: iterations 12, amplitudes 185394
extended: energy -13.5869 eV, 99.90 percent
extended: iterations 12, amplitudes 152644
bond: energy -13.3918 eV, 98.47 percent
bond: iterations 12, amplitudes 75259
full minus canonical       2.8e-09 eV
no coupling, full domains  -13.3354 eV
no coupling: change        0.2648 eV
no pi-pi coupling: change  0.0177 eV
pi same-orbital pair       -0.6033 eV
  without pi-pi coupling   -0.5990 eV
pi-pi' pair (ij plus ji)   -0.0882 eV
  without pi-pi coupling   -0.0852 eV
bond, tau 1e-6: dropped    113 vectors in all pairs
bond, tau 1e-03: dropped    227 vectors
coarser tau: change        0.03263 eV
```
